# Contact resistivity from the thermionic-emission current at zero bias: a numerical check

```python
"""Zero-bias resistivity of a thermionic-emission contact.

Result under test: for J(V) = A T^2 exp(-phi/kT) [exp(qV/kT) - 1],
    rho_c = 1/(dJ/dV at V=0) = k/(q A T) * exp(phi/kT).
J: current density (A/cm^2), V: forward bias (V), phi: barrier (eV),
A: Richardson constant (A/cm^2/K^2), T: temperature (K).
The neglected effects are sized for lightly doped n-type silicon.
Lengths are in cm unless a name ends in _si.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

q, k, h, hbar, m0 = const.e, const.k, const.h, const.hbar, const.m_e


def contact_resistivity(phi, T, A):
    return k / (q * A * T) * np.exp(q * phi / (k * T))


def current(V, phi, T, A):
    vt = k * T / q
    return A * T**2 * np.exp(-phi / vt) * np.expm1(V / vt)


# Inputs posed by the exercise
phi, T, A = 0.30, 300.0, 120.0
vt = k * T / q
rho = contact_resistivity(phi, T, A)
assert abs(rho - 2.6e-4) < 0.05e-4

# Momentum-space flux with Fermi functions, differentiated numerically
nodes, weights = np.polynomial.legendre.leggauss(80)
s = 4.0 * (nodes + 1.0)
w = 4.0 * weights
sx, sy, sz = s[:, None, None], s[None, :, None], s[None, None, :]
www = w[:, None, None] * w[None, :, None] * w[None, None, :]


def flux_current(V, barrier, temp, masses):
    """Net current from all momenta; masses (x,y,z) in units of m0."""
    mx, my, mz = masses
    thermal = k * temp / q
    kinetic = sx**2 / (2*mx) + sy**2 / (2*my) + sz**2 / (2*mz)
    from_semi = 1 / (np.exp((barrier - V) / thermal + kinetic) + 1)
    from_metal = 1 / (np.exp(barrier / thermal + kinetic) + 1)
    integral = 4 * np.sum(www * sx / mx * (from_semi - from_metal))
    p0 = np.sqrt(m0 * k * temp)
    return 2 * q * p0**4 / (h**3 * m0) * integral / 1e4


def flux_slope(barrier, temp, masses):
    dv = 2e-5
    return (flux_current(dv, barrier, temp, masses)
            - flux_current(-dv, barrier, temp, masses)) / (2 * dv)


A_free = 4 * np.pi * q * m0 * k**2 / h**3 / 1e4
for barrier, temp in ((0.30, 300.0), (0.10, 250.0)):
    slope = flux_slope(barrier, temp, (1, 1, 1))
    x = np.exp(-q * barrier / (k * temp))
    fermi_slope = A_free * temp * q / k * np.log1p(x)
    assert abs(slope / fermi_slope - 1) < 1e-6
    # Boltzmann result differs by the occupation of the barrier top
    boltzmann = 1 / contact_resistivity(barrier, temp, A_free)
    assert abs(slope / boltzmann - 1) < x
rho_flux = 1 / flux_slope(phi, T, (1, 1, 1))
occupation = np.exp(-phi / vt)
fermi_change = 1 - np.log1p(occupation) / occupation

# Silicon valleys seen through a (100) face
mt, ml = 0.19, 0.92
mass_factor = 2 * mt + 4 * np.sqrt(ml * mt)
valley_slope = (2 * flux_slope(phi, T, (ml, mt, mt))
                + 4 * flux_slope(phi, T, (mt, ml, mt)))
assert abs(valley_slope * rho_flux / mass_factor - 1) < 1e-5

# Band bending and interface field, with mobile electrons included
N, Nc, mobility, eps_r = 1e16, 2.8e19, 1200.0, 11.7
eps = eps_r * const.epsilon_0 / 100
bending = phi - vt * np.log(Nc / N)
debye = np.sqrt(eps * vt / (q * N))


def reduced_field(u):
    return np.sqrt(2 * (u + np.expm1(-u)))


def interface_field(V):
    return reduced_field((bending - V) / vt) * vt / debye


ub = bending / vt
excess = quad(lambda u: np.expm1(u) / reduced_field(u), 0, ub)[0]
path = solve_ivp(lambda x, y: [y[1], -np.expm1(-y[0]), np.expm1(y[0])],
                 (0, 12), [ub, -reduced_field(ub), 0.0],
                 method="DOP853", rtol=1e-12, atol=1e-13)
assert abs(path.y[0, -1]) < 1e-3
assert abs(path.y[2, -1] / excess - 1) < 1e-4
rho_depletion = excess * debye / (q * mobility * N)
bulk = 1 / (q * mobility * N)


# Image-force lowering, and the slope when the barrier follows the bias
def lowering(V):
    return np.sqrt(q * interface_field(V) / (4 * np.pi * eps))


field = interface_field(0.0)
top = minimize_scalar(
    lambda nm: q / (16 * np.pi * eps * nm * 1e-7) + field * nm * 1e-7,
    bounds=(0.1, 50), method="bounded")
assert abs(top.fun / lowering(0.0) - 1) < 1e-6


def moving_barrier(V):
    return phi + lowering(0.0) - lowering(V)


dv = 1e-5
barrier_slope = (moving_barrier(dv) - moving_barrier(-dv)) / (2 * dv)
moving_slope = (current(dv, moving_barrier(dv), T, A)
                - current(-dv, moving_barrier(-dv), T, A)) / (2 * dv)
assert barrier_slope > 0.01
assert abs(moving_slope * rho - 1) < 1e-6
rho_bare = contact_resistivity(phi - lowering(0.0), T, A)

# Tunnelling through the parabolic barrier with the light mass
eps_si, N_si, mass_si = eps * 100, N * 1e6, mt * m0
E00 = hbar / 2 * np.sqrt(N_si / (mass_si * eps_si))


def wkb_action(a):
    root = np.sqrt(1 - a)
    return bending / E00 * (root - a * np.log((1 + root) / np.sqrt(a)))


width_si = np.sqrt(2 * eps_si * bending / (q * N_si))
for a in (0.2, 0.7):
    shape = quad(lambda t: np.sqrt(max(t*t - a, 0.0)), np.sqrt(a), 1)[0]
    direct = 2 * width_si / hbar * np.sqrt(2*mass_si*q*bending) * shape
    assert abs(direct / wkb_action(a) - 1) < 1e-6
tunnel_extra = quad(
    lambda a: np.exp(ub * (1 - a) - wkb_action(a)) * ub, 1e-12, 1,
    limit=200)[0]
N_limit = N * (vt / E00)**2

# Usable voltage range
v_single = brentq(lambda v: np.expm1(v) / v - 1.01, 1e-6, 1)
v_pair = brentq(lambda v: np.sinh(v) / v - 1.01, 1e-3, 1)
V_test = 5e-3
J_plus, J_minus = current(V_test, phi, T, A), current(-V_test, phi, T, A)
rho_pair = 2 * V_test / (J_plus - J_minus)
for sign, v in ((1, v_single), (0, v_pair)):
    Jp, Jm = current(v * vt, phi, T, A), current(-v * vt, phi, T, A)
    ratio = (Jp if sign else (Jp - Jm) / 2) * rho / (v * vt)
    assert abs(ratio - 1.01) < 1e-8

# Sensitivity to temperature and barrier
temp_coeff = -(1 + phi / vt) / T
numeric_coeff = (np.log(contact_resistivity(phi, T + 0.01, A))
                 - np.log(contact_resistivity(phi, T - 0.01, A))) / 0.02
assert abs(numeric_coeff / temp_coeff - 1) < 1e-6
T_hot = const.zero_Celsius + 85
rho_hot = contact_resistivity(phi, T_hot, A)
rho_up = contact_resistivity(phi + 0.01, T, A)
rho_down = contact_resistivity(phi - 0.01, T, A)
side_um = 10.0

print("INPUTS")
print(f"barrier: {phi:.2f} eV; temperature: {T:.0f} K")
print(f"Richardson constant: {A:.0f} A/(cm^2 K^2)")
print(f"free-electron Richardson constant: {A_free:.2f} A/(cm^2 K^2)")
print(f"doping: {N:.1e} cm^-3; density of states: {Nc:.1e} cm^-3")
print(f"mobility: {mobility:.0f} cm^2/Vs; rel. permittivity: {eps_r}")
print(f"masses, transverse and longitudinal: {mt}, {ml} m0")
print("MAIN RESULT")
print(f"kT/q: {vt*1e3:.3f} mV; phi/kT: {phi/vt:.4f}")
print(f"exp(phi/kT): {np.exp(phi/vt):.4e}")
print(f"prefactor k/(qAT): {k/(q*A*T):.4e} ohm cm^2")
print(f"saturation current density: {A*T**2*occupation:.2f} A/cm^2")
print(f"zero-bias slope: {1/rho:.1f} S/cm^2")
print(f"contact resistivity: {rho:.3e} ohm cm^2")
print(f"same in ohm um^2: {rho*1e8:.3e} ohm um^2")
print(f"from momentum integral, free A: {rho_flux:.3e} ohm cm^2")
print(f"square contact side: {side_um:.0f} um")
print(f"its resistance: {rho/(side_um*1e-4)**2:.1f} ohm")
print("MEASURING RANGE")
print(f"1 % conductance error, forward only: {v_single*vt*1e3:.3f} mV")
print(f"1 % conductance error, both signs: {v_pair*vt*1e3:.2f} mV")
print(f"test voltage: {V_test*1e3:.0f} mV")
print(f"J forward, reverse: {J_plus:.2f}, {J_minus:.2f} A/cm^2")
print(f"V/J forward: {V_test/J_plus:.3e} ohm cm^2")
print(f"V/J reverse: {-V_test/J_minus:.3e} ohm cm^2")
print(f"from mean conductance: {rho_pair:.3e} ohm cm^2")
print("SENSITIVITY")
print(f"barrier +10 meV: {rho_up:.3e} ohm cm^2")
print(f"barrier -10 meV: {rho_down:.3e} ohm cm^2")
print(f"temperature coefficient: {temp_coeff*100:.2f} %/K")
print(f"at {T_hot:.2f} K: {rho_hot:.3e} ohm cm^2")
print("NEGLECTED EFFECTS, EACH ALONE")
print(f"Fermi statistics, slope reduced by: {fermi_change:.1e} (relative)")
print(f"Si (100) mass factor on A: {mass_factor:.3f}")
print(f"resistivity with that factor: {rho/mass_factor:.3e} ohm cm^2")
print(f"band bending: {bending*1e3:.1f} meV")
print(f"Debye length: {debye*1e7:.1f} nm")
print(f"parabolic barrier width: {width_si*1e9:.1f} nm")
print(f"interface field: {field/1e6:.4f} MV/cm")
print(f"image-force lowering: {lowering(0.0)*1e3:.1f} meV")
print(f"if 0.30 eV is the bare barrier: {rho_bare:.3e} ohm cm^2")
print(f"barrier shift with bias: {barrier_slope*1e3:.1f} meV/V")
print(f"tunnelling energy E00: {E00*1e3:.2f} meV")
print(f"WKB tunnelling adds to conductance: {tunnel_extra*100:.1f} %")
print(f"with tunnelling: {rho/(1+tunnel_extra):.3e} ohm cm^2")
print(f"doping where E00 = kT: {N_limit:.1e} cm^-3")
print(f"depletion-layer transport adds: {rho_depletion:.2e} ohm cm^2")
print(f"that addition relative to rho_c: {rho_depletion/rho*100:.1f} %")
print(f"neutral silicon resistivity: {bulk:.3f} ohm cm")
print(f"1 um of neutral silicon adds: {bulk*1e-4:.2e} ohm cm^2")
print(f"neutral thickness equal to rho_c: {rho/bulk*1e4:.2f} um")
print("verified")
```

Running it gives:

```
INPUTS
barrier: 0.30 eV; temperature: 300 K
Richardson constant: 120 A/(cm^2 K^2)
free-electron Richardson constant: 120.17 A/(cm^2 K^2)
doping: 1.0e+16 cm^-3; density of states: 2.8e+19 cm^-3
mobility: 1200 cm^2/Vs; rel. permittivity: 11.7
masses, transverse and longitudinal: 0.19, 0.92 m0
MAIN RESULT
kT/q: 25.852 mV; phi/kT: 11.6045
exp(phi/kT): 1.0959e+05
prefactor k/(qAT): 2.3937e-09 ohm cm^2
saturation current density: 98.55 A/cm^2
zero-bias slope: 3812.0 S/cm^2
contact resistivity: 2.623e-04 ohm cm^2
same in ohm um^2: 2.623e+04 ohm um^2
from momentum integral, free A: 2.620e-04 ohm cm^2
square contact side: 10 um
its resistance: 262.3 ohm
MEASURING RANGE
1 % conductance error, forward only: 0.514 mV
1 % conductance error, both signs: 6.32 mV
test voltage: 5 mV
J forward, reverse: 21.03, -17.33 A/cm^2
V/J forward: 2.378e-04 ohm cm^2
V/J reverse: 2.885e-04 ohm cm^2
from mean conductance: 2.607e-04 ohm cm^2
SENSITIVITY
barrier +10 meV: 3.862e-04 ohm cm^2
barrier -10 meV: 1.782e-04 ohm cm^2
temperature coefficient: -4.20 %/K
at 358.15 K: 3.339e-05 ohm cm^2
NEGLECTED EFFECTS, EACH ALONE
Fermi statistics, slope reduced by: 4.6e-06 (relative)
Si (100) mass factor on A: 2.052
resistivity with that factor: 1.278e-04 ohm cm^2
band bending: 94.8 meV
Debye length: 40.9 nm
parabolic barrier width: 110.7 nm
interface field: 0.0147 MV/cm
image-force lowering: 13.4 meV
if 0.30 eV is the bare barrier: 1.560e-04 ohm cm^2
barrier shift with bias: 47.0 meV/V
tunnelling energy E00: 1.25 meV
WKB tunnelling adds to conductance: 28.6 %
with tunnelling: 2.039e-04 ohm cm^2
doping where E00 = kT: 4.3e+18 cm^-3
depletion-layer transport adds: 4.10e-05 ohm cm^2
that addition relative to rho_c: 15.6 %
neutral silicon resistivity: 0.520 ohm cm
1 um of neutral silicon adds: 5.20e-05 ohm cm^2
neutral thickness equal to rho_c: 5.04 um
verified
```
